# High-Temperature Thermopower of Narrow Bands: Heikes, Chaikin–Beni and Cobaltate Limits: verification in Python

```python
"""High-temperature thermopower of narrow bands, tested by Kubo response.

Result under test (electron charge -e, S in units of k/e, hopping t << kT):
  spinless carriers        S = -ln((1-rho)/rho)
  spin 1/2, kT >> U        S = -ln((2-rho)/rho)
  spin 1/2, kT << U        S = -ln(2(1-rho)/rho)        for rho < 1
                           S = +ln(2(rho-1)/(2-rho))    for rho > 1
  cobaltate                S = -ln((g3/g4) x/(1-x))
rho: electrons per site, U: on-site repulsion, x: fraction of Co4+,
g3, g4: degeneracies of Co3+ and Co4+.
The Kubo side uses S = (charge/e) (E* - mu)/kT, where E* is the ratio of the
energy-particle to the particle-particle current response and mu is the
chemical potential. Energies are in units of t.
"""
import itertools
import math
from collections import Counter
import numpy as np
import scipy.sparse as sp
from scipy.optimize import brentq
from scipy.constants import k as k_boltzmann, e as e_charge

SITES = 5
HOP = 1.0
BROADENING = 0.5
MICROVOLT = 1e6 * k_boltzmann / e_charge


def sector_response(number, multiplicity, forward, onsite):
    """Spectrum and current products of one block of a periodic ring.

    forward[b] moves a carrier from site b to b+1; onsite[i] is local energy.
    Both currents are i times a real antisymmetric matrix.
    """
    bond = [-HOP * (f + f.T) for f in forward]
    local = [onsite[i] + 0.5 * (bond[i - 1] + bond[i]) for i in range(SITES)]
    particle = HOP * sum(f - f.T for f in forward)
    energy = np.zeros_like(particle)
    for i in range(SITES):
        for distance in (1, 2):
            j = (i + distance) % SITES
            energy += distance * (local[i] @ local[j] - local[j] @ local[i])
    levels, vectors = np.linalg.eigh(sum(local))
    particle = vectors.T @ particle @ vectors
    energy = vectors.T @ energy @ vectors
    return number, multiplicity, levels, particle**2, energy * particle


def kubo_thermopower(sectors, density, kt, charge):
    """Return S in k/e, transported energy E*, and chemical potential."""
    numbers = np.concatenate([np.full(len(s[2]), s[0]) for s in sectors])
    mults = np.concatenate([np.full(len(s[2]), s[1]) for s in sectors])
    levels = np.concatenate([s[2] for s in sectors])

    def density_error(mu):
        logs = -(levels - mu * numbers) / kt
        weights = mults * np.exp(logs - logs.max())
        return weights @ numbers / weights.sum() / SITES - density

    mu = brentq(density_error, -40 * kt, 2000 + 40 * kt)
    shift = (-(levels - mu * numbers) / kt).max()
    l_nn = l_en = 0.0
    for number, mult, en, nn, en_nn in sectors:
        logs = -(en - mu * number) / kt - shift
        gap = en[:, None] - en[None, :]
        half = gap / (2 * kt)
        small = np.abs(half) < 1e-7
        safe = np.where(small, 1.0, half)
        thermal = np.where(small, 1.0, np.sinh(safe) / safe)
        weight = mult * np.exp(0.5 * (logs[:, None] + logs[None, :]))
        weight = weight * thermal * np.exp(-gap**2 / (2 * BROADENING**2))
        l_nn += np.sum(weight * nn)
        l_en += np.sum(weight * en_nn)
    transported = l_en / l_nn
    return charge * (transported - mu) / kt, transported, mu


# Fermion operators for five orbitals (or sites) with two spins each.
MODES = 2 * SITES
lower = sp.csr_matrix([[0.0, 1.0], [0.0, 0.0]])
parity = sp.csr_matrix([[1.0, 0.0], [0.0, -1.0]])
annihilate = []
for mode in range(MODES):
    operator = sp.identity(1, format="csr")
    for position in range(MODES):
        if position < mode:
            factor = parity
        elif position == mode:
            factor = lower
        else:
            factor = sp.identity(2, format="csr")
        operator = sp.kron(operator, factor, format="csr")
    annihilate.append(operator)
occupation = np.array([(c.T @ c).diagonal() for c in annihilate])
up_number = occupation[0::2].sum(axis=0)
down_number = occupation[1::2].sum(axis=0)


def block(operator, index):
    return operator.tocsr()[index][:, index].toarray()


hubbard_forward = []
for b in range(SITES):
    c = (b + 1) % SITES
    hubbard_forward.append(sum(
        annihilate[2 * c + s].T @ annihilate[2 * b + s] for s in (0, 1)))


def hubbard_ring(repulsion):
    sectors = []
    for n_up in range(SITES + 1):
        for n_down in range(SITES + 1):
            index = np.flatnonzero(
                (np.abs(up_number - n_up) < 0.1)
                & (np.abs(down_number - n_down) < 0.1))
            forward = [block(f, index) for f in hubbard_forward]
            onsite = [np.diag(repulsion * occupation[2 * i, index]
                              * occupation[2 * i + 1, index])
                      for i in range(SITES)]
            sectors.append(sector_response(n_up + n_down, 1, forward, onsite))
    return sectors


def labelled_ring(g_background, g_carrier):
    """Infinite repulsion; each site holds a carrier or a background state.

    A hop exchanges neighbouring carrier and background states with labels.
    Label sets related by renaming have equal spectra and are grouped.
    """
    def patterns(degeneracy, count):
        choices = itertools.combinations_with_replacement(
            range(degeneracy), count)
        return Counter(tuple(sorted(Counter(c).values())) for c in choices)

    sectors = []
    for number in range(SITES + 1):
        carriers = patterns(g_carrier, number)
        backgrounds = patterns(g_background, SITES - number)
        for (pc, mc), (pb, mb) in itertools.product(
                carriers.items(), backgrounds.items()):
            labels = [a + 1 for a, m in enumerate(pc) for _ in range(m)]
            labels += [-a - 1 for a, m in enumerate(pb) for _ in range(m)]
            basis = sorted(set(itertools.permutations(labels)))
            lookup = {state: i for i, state in enumerate(basis)}
            size = len(basis)
            forward = [np.zeros((size, size)) for _ in range(SITES)]
            for state, column in lookup.items():
                for b in range(SITES):
                    c = (b + 1) % SITES
                    if state[b] > 0 and state[c] < 0:
                        new = list(state)
                        new[b], new[c] = new[c], new[b]
                        wraps = b == SITES - 1 and number % 2 == 0
                        forward[b][lookup[tuple(new)], column] = (
                            -1.0 if wraps else 1.0)
            onsite = [np.zeros((size, size)) for _ in range(SITES)]
            sectors.append(sector_response(number, mc * mb, forward, onsite))
    return sectors


def s_spinless(rho):
    return -math.log((1 - rho) / rho)


def s_weak(rho):
    return -math.log((2 - rho) / rho)


def s_strong(rho):
    if rho < 1:
        return -math.log(2 * (1 - rho) / rho)
    return math.log(2 * (rho - 1) / (2 - rho))


def s_cobalt(x, g3, g4):
    return -math.log(g3 / g4 * x / (1 - x))


# State counts by enumeration: empty, up, down, double on each site.
count_all, count_low, count_high = Counter(), Counter(), Counter()
for config in itertools.product((0, 1, -1, 2), repeat=SITES):
    electrons = sum(abs(s) for s in config)
    count_all[electrons] += 1
    count_low[electrons] += 2 not in config
    count_high[electrons] += 0 not in config
for n in range(2 * SITES + 1):
    assert count_all[n] == math.comb(2 * SITES, n)
    if n <= SITES:
        assert count_low[n] == 2**n * math.comb(SITES, n)
    if n >= SITES:
        expected = 2**(2 * SITES - n) * math.comb(SITES, n - SITES)
        assert count_high[n] == expected

print("k/e = %.4f uV/K" % MICROVOLT)
print("Kubo ring: %d sites, broadening %.1f t" % (SITES, BROADENING))

# Repulsion far below kT: corrections are of order (U+t)/kT.
weak_u, weak_kt = 10.0, 1000.0
ring = hubbard_ring(weak_u)
print("Weak repulsion: U = %.0f t, kT = %.0f t" % (weak_u, weak_kt))
for rho in (0.5, 1.5):
    s_kubo, carried, mu = kubo_thermopower(ring, rho, weak_kt, -1)
    assert abs(s_kubo - s_weak(rho)) < 2 * (weak_u + HOP) / weak_kt
    print(" rho=%.1f: S Kubo %.4f, limit %.4f k/e" %
          (rho, s_kubo, s_weak(rho)))
    print("   limit in SI: %.1f uV/K" % (MICROVOLT * s_weak(rho)))

# Repulsion far above kT: the upper band carries U as well as charge.
strong_u, strong_kt = 1000.0, 50.0
ring = hubbard_ring(strong_u)
print("Strong repulsion: U = %.0f t, kT = %.0f t" % (strong_u, strong_kt))
for rho in (0.5, 2 / 3, 1.5):
    s_kubo, carried, mu = kubo_thermopower(ring, rho, strong_kt, -1)
    assert abs(s_kubo - s_strong(rho)) < 2 * HOP / strong_kt
    band_energy = strong_u if rho > 1 else 0.0
    assert abs(carried - band_energy) < 2 * HOP
    print(" rho=%.3f: S Kubo %.4f, limit %.4f k/e" %
          (rho, s_kubo, s_strong(rho) + 0.0))
    print("   E* = %.3f t, mu/kT = %.4f" % (carried, mu / strong_kt))
    print("   limit in SI: %.1f uV/K" % (MICROVOLT * s_strong(rho)))

# Half filling at U = kT: the chemical potential alone is insufficient.
equal_u = 100.0
s_half, carried, mu = kubo_thermopower(hubbard_ring(equal_u), 1.0, equal_u, -1)
assert abs(s_half) < 2 * HOP / equal_u
assert abs(mu / equal_u - 0.5) < 2 * HOP / equal_u
print("Half filling, U = kT = %.0f t:" % equal_u)
print(" mu/kT = %.4f, E*/kT = %.4f" % (mu / equal_u, carried / equal_u))
print(" |S| Kubo = %.4f k/e" % abs(s_half))

# Labelled site states: spinless electrons, then Co4+ as positive carriers.
print("Labelled rings, infinite repulsion:")
for g_back, g_carr, filling, charge in (
        (1, 1, 0.3, -1), (1, 6, 0.5, 1), (1, 6, 0.3, 1), (15, 6, 0.5, 1)):
    ring = labelled_ring(g_back, g_carr)
    if charge < 0:
        limit = s_spinless(filling)
        name = "spinless rho=%.1f" % filling
    else:
        limit = s_cobalt(filling, g_back, g_carr)
        name = "g3=%d g4=%d x=%.1f" % (g_back, g_carr, filling)
    for kt in (50.0, 500.0):
        s_kubo, carried, mu = kubo_thermopower(ring, filling, kt, charge)
        assert abs(carried) < 2 * HOP
        assert abs(s_kubo - limit) < 2 * HOP / kt
        if kt == 50.0:
            print(" %s, kT=50 t: Kubo %.4f, limit %.4f k/e" %
                  (name, s_kubo, limit))

# Cobalt multiplets: diagonalize total spin squared in each configuration.
spin_raise = sum(annihilate[2 * i].T @ annihilate[2 * i + 1]
                 for i in range(SITES))
spin_z = 0.5 * (up_number - down_number)
spin_squared = spin_raise.T @ spin_raise + sp.diags(spin_z**2 + spin_z)
t2g_number = occupation[:6].sum(axis=0)
eg_number = occupation[6:].sum(axis=0)
degeneracy = {}
print("Degeneracies from total-spin diagonalization:")
for ion, state, n_t2g, n_eg, twice_spin in (
        ("Co3+", "low", 6, 0, 0), ("Co3+", "intermediate", 5, 1, 2),
        ("Co3+", "high", 4, 2, 4), ("Co4+", "low", 5, 0, 1),
        ("Co4+", "intermediate", 4, 1, 3), ("Co4+", "high", 3, 2, 5)):
    index = np.flatnonzero((np.abs(t2g_number - n_t2g) < 0.1)
                           & (np.abs(eg_number - n_eg) < 0.1))
    values = np.linalg.eigvalsh(block(spin_squared, index))
    spin = twice_spin / 2
    found = int(np.sum(np.abs(values - spin * (spin + 1)) < 1e-8))
    orbital_ways = math.comb(3, n_t2g - 3) * math.comb(2, n_eg)
    assert found == (twice_spin + 1) * orbital_ways
    degeneracy[ion, state] = found
    print(" %s %s spin: S=%.1f, g=%d" % (ion, state, spin, found))

g3_low, g4_low = degeneracy["Co3+", "low"], degeneracy["Co4+", "low"]
g3_high, g4_high = degeneracy["Co3+", "high"], degeneracy["Co4+", "high"]
g3_all = sum(g for (ion, _), g in degeneracy.items() if ion == "Co3+")
g4_all = sum(g for (ion, _), g in degeneracy.items() if ion == "Co4+")
print("Cobaltate thermopower limits:")
for name, x, g3, g4 in (
        ("low spin", 0.5, g3_low, g4_low),
        ("low spin", 0.3, g3_low, g4_low),
        ("spin only", 0.5, 1, 2),
        ("high spin", 0.5, g3_high, g4_high),
        ("all spin states", 0.5, g3_all, g4_all)):
    value = s_cobalt(x, g3, g4)
    print(" %s x=%.1f g3=%d g4=%d: %.4f k/e = %.1f uV/K" %
          (name, x, g3, g4, value, MICROVOLT * value))

print("checks complete")
```

Running it gives:

```
k/e = 86.1733 uV/K
Kubo ring: 5 sites, broadening 0.5 t
Weak repulsion: U = 10 t, kT = 1000 t
 rho=0.5: S Kubo -1.0962, limit -1.0986 k/e
   limit in SI: -94.7 uV/K
 rho=1.5: S Kubo 1.0962, limit 1.0986 k/e
   limit in SI: 94.7 uV/K
Strong repulsion: U = 1000 t, kT = 50 t
 rho=0.500: S Kubo -0.6932, limit -0.6931 k/e
   E* = -0.000 t, mu/kT = -0.6932
   limit in SI: -59.7 uV/K
 rho=0.667: S Kubo -0.0000, limit -0.0000 k/e
   E* = 0.006 t, mu/kT = 0.0001
   limit in SI: -0.0 uV/K
 rho=1.500: S Kubo 0.6932, limit 0.6931 k/e
   E* = 1000.000 t, mu/kT = 20.6932
   limit in SI: 59.7 uV/K
Half filling, U = kT = 100 t:
 mu/kT = 0.5000, E*/kT = 0.5000
 |S| Kubo = 0.0000 k/e
Labelled rings, infinite repulsion:
 spinless rho=0.3, kT=50 t: Kubo -0.8473, limit -0.8473 k/e
 g3=1 g4=6 x=0.5, kT=50 t: Kubo 1.7918, limit 1.7918 k/e
 g3=1 g4=6 x=0.3, kT=50 t: Kubo 2.6391, limit 2.6391 k/e
 g3=15 g4=6 x=0.5, kT=50 t: Kubo -0.9163, limit -0.9163 k/e
Degeneracies from total-spin diagonalization:
 Co3+ low spin: S=0.0, g=1
 Co3+ intermediate spin: S=1.0, g=18
 Co3+ high spin: S=2.0, g=15
 Co4+ low spin: S=0.5, g=6
 Co4+ intermediate spin: S=1.5, g=24
 Co4+ high spin: S=2.5, g=6
Cobaltate thermopower limits:
 low spin x=0.5 g3=1 g4=6: 1.7918 k/e = 154.4 uV/K
 low spin x=0.3 g3=1 g4=6: 2.6391 k/e = 227.4 uV/K
 spin only x=0.5 g3=1 g4=2: 0.6931 k/e = 59.7 uV/K
 high spin x=0.5 g3=15 g4=6: -0.9163 k/e = -79.0 uV/K
 all spin states x=0.5 g3=34 g4=36: 0.0572 k/e = 4.9 uV/K
checks complete
```
